# Break-Even Size of ISDF Exchange in Plane-Wave Hybrid Calculations

## Problem

A plane-wave hybrid calculation at the Gamma point has $N$ real, doubly occupied orbitals $\phi_i$ on a grid of $N_g=gN$ points. The exchange operator must be applied to all $N$ orbitals. Done pair by pair, this takes $N^2$ Poisson solves. Interpolative separable density fitting (ISDF) expands all pair densities in $N_\mu=cN$ functions and needs $cN$ solves, at the price of additional matrix algebra.

(a) Count the FFT work and the matrix work of both routes.

(b) Find the size $N^*$ at which they take equal time, when matrix multiplication runs at $\rho$ times the flop rate of the FFT.

(c) Evaluate $N^*$ for a volume of $10$ Å$^3$ per occupied orbital, a cutoff of $400$ eV and $c=8$, and examine its dependence on $\rho$ and $c$.

Atomic units are used in the algebra. A real addition or multiplication counts as one flop. The number $c$ is set by the wanted accuracy and is taken as independent of $N$; this assumption is examined at the end.

## Solution

### The pairwise route

The exchange operator acts as

$$
(V_x\phi_j)(\mathbf r)=-\sum_{i=1}^{N}\phi_i(\mathbf r)\int v(\mathbf r-\mathbf r')\,\phi_i(\mathbf r')\phi_j(\mathbf r')\,d\mathbf r' .
$$

Each integral is a convolution: transform the pair density, multiply by $v(\mathbf G)$, transform back. One Poisson solve therefore costs two FFTs.

A radix-2 FFT of length $n$ has $\log_2 n$ stages of $n/2$ butterflies. A butterfly contains one complex multiplication (6 flops) and two complex additions (4 flops), so the total is $10\cdot\frac n2\log_2 n=5n\log_2 n$. In three dimensions the logarithms of the three edge lengths add up to that of the total number of points, and the formula holds with $n=N_g$. For lengths that are not powers of two it is an estimate. With $L=\log_2(gN)$, one solve costs $10\,gN L$ flops, and $N^2$ solves cost

$$
F_{\rm pair}^{\rm plain}=10\,gN^3L .
$$

Two savings are available without approximation. First, the pairs $ij$ and $ji$ have the same potential, which leaves $N(N+1)/2$ solves. Second, two real densities $a$ and $b$ can share one complex transform. Convolution is linear, so $v*(a+ib)=v*a+i\,(v*b)$. Since $v$ is real and even, $v*a$ and $v*b$ are both real, and they are read off as the real and imaginary parts. This halves the cost per solve to $5gNL$. The "lean" route uses both savings:

$$
F_{\rm pair}^{\rm lean}=\frac{N(N+1)}2\,5gNL .
$$

Both cases are contained in

$$
F_{\rm pair}=\frac{b}{\sigma}\,gN^2(N+\theta)L,
$$

with $(\sigma,\theta,b)=(1,0,10)$ for plain and $(2,1,5)$ for lean. Pointwise products are left out. Per pair and grid point they take about 5 flops: one to form the density, two for the kernel, two to accumulate. In the example below at $N=100$ this is 2.8 % of the plain FFT work. In the lean route a pair takes about 6 flops per grid point (one for the density, one for its share of the kernel, four to accumulate into both orbitals), which is 6.6 % of the lean FFT work.

### The ISDF route

The ansatz is

$$
\phi_i(\mathbf r)\phi_j(\mathbf r)\approx\sum_{\mu=1}^{cN}\zeta_\mu(\mathbf r)\,\phi_i(\mathbf r_\mu)\phi_j(\mathbf r_\mu),
$$

where the $\mathbf r_\mu$ are selected grid points. At each $\mathbf r$, the squared error summed over all $i,j$ is minimized with respect to the numbers $\zeta_\mu(\mathbf r)$. Setting the derivatives to zero gives

$$
\sum_\nu \zeta_\nu(\mathbf r)K(\mathbf r_\nu,\mathbf r_\mu)=K(\mathbf r,\mathbf r_\mu),\qquad
K(\mathbf r,\mathbf r')=\sum_{ij}\phi_i(\mathbf r)\phi_j(\mathbf r)\phi_i(\mathbf r')\phi_j(\mathbf r').
$$

The double sum factorizes into two equal single sums:

$$
K(\mathbf r,\mathbf r')=P(\mathbf r,\mathbf r')^2,\qquad P(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r').
$$

The $N^2$ pair densities therefore never have to be formed. Inserting the ansatz into $V_x\phi_j$ and carrying out the sum over $i$ first gives

$$
(V_x\phi_j)(\mathbf r)\approx-\sum_\mu P(\mathbf r,\mathbf r_\mu)\,(v*\zeta_\mu)(\mathbf r)\,\phi_j(\mathbf r_\mu).
$$

Only the $cN$ functions $\zeta_\mu$ need a Poisson solve. They are real and can be packed in twos as before, so the FFT work is $F_{\rm ISDF}=b\,c\,gN^2L$.

The matrix work has four parts:

- Building $P(\mathbf r,\mathbf r_\mu)$ multiplies an $N_g\times N$ by an $N\times cN$ matrix: $2\cdot gN\cdot N\cdot cN=2gcN^3$.
- The Cholesky factorization of the $n\times n$ matrix $K(\mathbf r_\mu,\mathbf r_\nu)$, $n=cN$, needs about $2j$ flops for each of the $n-j$ entries of column $j$. To leading order this is $\int_0^n2j(n-j)\,dj=n^3/3=c^3N^3/3$.
- At each grid point, two triangular solves of $n^2$ flops each give $\zeta$: in total $gN\cdot2(cN)^2=2gc^2N^3$.
- The final sum over $\mu$ multiplies an $N_g\times cN$ by a $cN\times N$ matrix: $2gcN^3$.

The sum is

$$
A_{\rm ISDF}=gN^3M,\qquad M=2c^2+4c+\frac{c^3}{3g}.
$$

This answers (a), and it qualifies what the reduced number of solves achieves. The FFT work falls from order $N^3L$ to order $N^2L$, but matrix work of order $N^3$ takes its place. In this form ISDF does not remove the cubic scaling; it exchanges a factor proportional to $L$ for the constant $M$.

This $M$ belongs to the real-space form above and is not the smallest possible. The pair densities have Fourier components only inside the sphere $|\mathbf G|\le2G_{\max}$, which holds a fraction $\pi/6$ of the grid. For given points one can transform the columns of $K(\mathbf r,\mathbf r_\mu)$ in place of the $\zeta_\mu$, carry out the triangular solves on the coefficients inside the sphere, multiply by $v(\mathbf G)$ and transform back. This is exact, needs no additional FFT, and replaces $2c^2$ in $M$ by $(\pi/3)c^2$. The formulas below hold for either $M$; the tables use the real-space value.

### The points

A pivoted Cholesky factorization $K\approx\Lambda\Lambda^T$ over the whole grid can select the points: each step takes the grid point with the largest remaining diagonal element. If $\Lambda_\mu$ denotes the rows of $\Lambda$ at the selected points, then $K(\mathbf r,\mathbf r_\mu)$ is the matrix $\Lambda\Lambda_\mu^T$ and $K(\mathbf r_\mu,\mathbf r_\nu)$ is $\Lambda_\mu\Lambda_\mu^T$. Hence

$$
\zeta=\Lambda\Lambda_\mu^T(\Lambda_\mu\Lambda_\mu^T)^{-1}=\Lambda\Lambda_\mu^{-1}.
$$

Step $k$ of the factorization costs about $2kN_g$ flops, which adds up to $gc^2N^3$. The single remaining triangular solve costs another $gc^2N^3$. Selection and fit together thus need the same $2gc^2N^3$ as the two triangular solves above. The rate differs, however: a factorization that proceeds column by column consists of matrix-vector products, which are slower than matrix-matrix products. The break-even sizes below assume that the points are kept from an earlier application, or that the selection is blocked so that it reaches the matrix-matrix rate.

### Break-even

Let time be measured in units of one FFT flop. A matrix flop then takes $1/\rho$, and equal times mean

$$
\frac b\sigma gN^2(N+\theta)L=b\,c\,gN^2L+\frac{gN^3M}{\rho}.
$$

Division by $bgN^3L/\sigma$ gives

$$
1+\frac\theta N=\frac{\sigma c}{N}+\frac{\sigma M}{b\rho L}.
$$

Collecting the terms in $1/N$ on the left and solving for $N$,

$$
N^*=\frac{\sigma c-\theta}{1-\dfrac{\sigma M}{b\rho L(N^*)}},\qquad L(N^*)=\log_2(gN^*).
$$

The equation is implicit, but $L$ varies slowly and a few iterations suffice when the denominator is not small.

There is one solution. The time difference divided by $gN^3$ is

$$
\frac b\sigma\,L(N)\left[1-\frac{\sigma c-\theta}{N}\right]-\frac M\rho .
$$

For $N\le\sigma c-\theta$ the bracket is not positive, and ISDF is slower. Beyond that, both $L$ and the bracket are positive and increasing, and $L$ is unbounded, so the expression crosses zero once.

Two limits show what controls the result.

**Fast matrix algebra.** For $\rho\to\infty$, $N^*\to\sigma c-\theta$. This is the size at which the two routes have equal numbers of solves. In the lean case, $N=2c-1$ means $cN=N(N+1)/2$: there are as many interpolation points as distinct pairs, and nothing is compressed yet.

**Slow matrix algebra.** If $\sigma M/(b\rho)$ lies well above $\log_2 g$, the crossing has to wait for the logarithm. The bracket may be set to one only when $N^*\gg\sigma cL$; for the lean route with $c=8$ and $\sigma M/(b\rho)=17$ the formula below still gives 47 where the solution is 160, and at 23 it gives 3020 against 3250. In that limit $L\approx\sigma M/(b\rho)$ gives

$$
N^*\approx\frac1g\,2^{\,\sigma M/(b\rho)} .
$$

The break-even size is then exponential in $M$, which itself grows roughly as $2c^2$.

### Numbers

The orbitals contain wave vectors up to $G_{\max}=\sqrt{2E_c}$, and their products reach $2G_{\max}$. A grid of spacing $h$ represents components up to $\pi/h$ along each axis, so $h=\pi/(2G_{\max})$. The $\zeta_\mu$ are linear combinations of pair densities and fit on the same grid. For $400$ eV, $h=0.1533$ Å, and

$$
g=\frac{10}{0.1533^3}\approx2776 .
$$

With $c=8$, $M=2\cdot64+4\cdot8+0.06=160.06$. The Cholesky factorization is negligible, and the triangular solves supply 128 of the 160.

At $N=100$ the grid has $2.776\times10^5$ points and $L=18.08$. The work in units of $10^{11}$ flops is:

| Route | Pairwise FFT | ISDF FFT | ISDF matrix |
|---|---|---|---|
| plain | 5.02 | 0.40 | 4.44 |
| lean | 1.27 | 0.20 | 4.44 |

Against the lean baseline, ISDF carries out $4.64/1.27\approx3.7$ times as many flops. It can win only because most of them are matrix flops. For $\rho=10$ its time is $0.20+0.444\approx0.645$ in the same units, and the speed-up is $1.267/0.645\approx1.96$.

For the lean break-even at $\rho=10$, the combination $\sigma M/(b\rho)$ is $2\cdot160.06/50=6.40$. At the solution $L=\log_2(2776\cdot24.93)=16.08$, and

$$
N^*=\frac{15}{1-6.40/16.08}\approx24.9 ,
$$

which corresponds to a cell of about $249$ Å$^3$. Other rate ratios give, for $c=8$:

| $\rho$ | $N^*$ plain | $N^*$ lean |
|---|---|---|
| 1 | 81 | $7\times10^{15}$ |
| 5 | 10.2 | 58 |
| 10 | 9.0 | 25 |
| 16.7 | 8.6 | 20 |

The last value of $\rho$ was measured on one machine, with $34.6$ Gflop/s for matrix multiplication and $2.07$ Gflop/s for the FFT. It illustrates a possible size of $\rho$ and will differ elsewhere.

The entry $7\times10^{15}$ is the exponential limit: $\sigma M/(b\rho)=64.0$, and $2^{64.0}/2776$ has this size. By flop count alone, ISDF with $c=8$ does not overtake the lean route at any size that can be computed. The plain entries near 10 are formal. Below $N=15$ there are fewer distinct pairs than $8N$ points, so a fit with that many points would be redundant. The lean column is the more relevant one, although it keeps the real-space $M$; with the solves on the sphere its entries for $\rho=1$, 5 and 10 become $3\times10^8$, 29 and 20.

### The price of accuracy

For the lean route at $\rho=10$:

| $c$ | $M$ | $N^*$ |
|---|---|---|
| 6 | 96 | 15 |
| 8 | 160 | 25 |
| 12 | 336 | 92 |
| 16 | 576 | 3600 |

Doubling $c$ from 8 to 16 moves the break-even from a small cell to thousands of orbitals, because $\sigma M/(b\rho)$ rises from 6.4 to 23.1 and can no longer be met by $L$ at small $N$. In this regime $N^*$ is very sensitive to the details of the count. Including the pointwise work of the pairwise route lowers 3600 to about 1800, and with the solves on the sphere the four values become 13, 20, 44 and 114.

The condition can also be read in the other direction: how large may $c$ be at a given $N$? For $N=100$, $\rho=10$ and the lean route, equal times require

$$
25\cdot18.08\left(1-\frac{2c-1}{100}\right)=2c^2+4c ,
$$

with the small Cholesky term dropped. Since $25\cdot18.08=452$, this becomes $2c^2+13.04\,c-456.5=0$, whose positive root is $c\approx12.2$. With the real-space $M$ and $\rho=10$, a calculation with 100 orbitals that needs more points per orbital than this is faster pair by pair. With the solves on the sphere the limit lies between 15 and 16.

### Gain beyond the break-even

Dividing the two times gives the speed-up

$$
S=\frac{(1+\theta/N)/\sigma}{c/N+M/(b\rho L)}\;\longrightarrow\;\frac{b\rho L}{\sigma M}\qquad(N\gg bc\rho L/M).
$$

For the lean route with $\rho=10$ and $c=8$:

| $N$ | Solves reduced by | Time reduced by |
|---|---|---|
| 100 | 6.3 | 2.0 |
| 1000 | 63 | 3.2 |
| 10000 | 625 | 3.8 |

The number of solves falls by a factor proportional to $N$, while the time gain grows only as the logarithm once the FFT work of ISDF has become negligible. In the limiting form, $S\approx25L/160\approx0.16\,L$, so each doubling of $N$ adds only about 0.16 to the speed-up. With the solves on the sphere, $M\approx99$, the three time gains become 2.7, 5.0 and 6.2, and each doubling adds about 0.25. The number of Poisson solves is therefore a poor measure of the gain in time.

### Is $c$ independent of $N$?

This was examined for model orbitals: orthonormalized $s$ and $p$ Gaussians on a slightly disordered lattice, mixed among each other by a random orthogonal matrix, with a screened Coulomb kernel. The mixing delocalizes the orbitals but leaves $P$, and therefore the selected points and the fit, unchanged. The errors below are relative to pairwise exchange on the same grid. The operator error is the norm of the error in all $V_x\phi_j$ divided by the norm of the pairwise result.

| $c$ | Operator error, $N=48$ | Operator error, $N=80$ |
|---|---|---|
| 2 | 0.25 | 0.26 |
| 4 | 0.026 | 0.026 |
| 8 | 0.0022 | 0.0023 |

The two cells hold $3\times2\times2$ and $5\times2\times2$ lattice sites, with four orbitals per site, so they differ in length along one axis only. Under this elongation the error at fixed $c$ hardly changes. At $c=8$ the exchange energy is off by about $0.0006$ to $0.0007$ eV per orbital, out of about $-13$ eV.

A sharper test uses the part of the summed squared pair densities that the fit misses. If the required number of points grew as $N^2$, the $640$ points used for $N=80$ would do only as well as $640\,(48/80)^2\approx230$ points do for $N=48$, which leave a residual of $2.0\times10^{-3}$. The residual found for $N=80$ is $0.9\times10^{-4}$, close to the $1.1\times10^{-4}$ of $N=48$ with its full $8N$ points. This supports $N_\mu\propto N$ for this model when the cell is lengthened from three to five sites along one axis. Growth in all three directions is not covered by these two cells, and starting from a very small cell the error at $c=8$ can then rise severalfold. Nor does the test fix $c$ for a real material, where it has to be found by converging the quantity of interest at the size of interest.

### Where the estimate fails

The count treats all matrix work as running at one rate and ignores memory traffic. At $N=100$ a single array of $N_g\times cN$ real numbers already takes $1.78$ GB, and it grows as $N^2$. Both $P(\mathbf r,\mathbf r_\mu)$ and $v*\zeta_\mu$ have this shape, so storage may limit the method before arithmetic does, unless the grid is processed in blocks or distributed. The measured $\rho$ above comes from a product of square $1000\times1000$ matrices, while near the break-even the products and triangular solves have inner dimensions of only $N$ and $cN$ and may run more slowly; a smaller effective $\rho$ moves $N^*$ up quickly. Only if these operations reach $\rho\approx10$ can a break-even size near 25 be read as "a few tens of orbitals". The full set of values is in the numerical output below.

## Computed results

```
MODEL ORBITALS (test of ISDF accuracy)
cell edge 3.4 A, Gaussian width 0.9 A, screening 0.2 1/A
grid points per orbital in this model: 128
N=48: solves pairwise 1176, ISDF c=8 384; E_x/N = -13.1626 eV
N=80: solves pairwise 3240, ISDF c=8 640; E_x/N = -13.1469 eV
N=48 c=2: operator rel. error 2.45e-01, energy error 1.55e+00 eV/orbital
N=48 c=4: operator rel. error 2.58e-02, energy error 4.21e-02 eV/orbital
N=48 c=8: operator rel. error 2.23e-03, energy error 6.60e-04 eV/orbital
N=80 c=2: operator rel. error 2.57e-01, energy error 1.64e+00 eV/orbital
N=80 c=4: operator rel. error 2.61e-02, energy error 4.29e-02 eV/orbital
N=80 c=8: operator rel. error 2.25e-03, energy error 6.35e-04 eV/orbital
pair residual, c=8: N=48 1.09e-04, N=80 9.04e-05
pair residual expected at N=80 if points grew as N^2: 1.96e-03
WORKED EXAMPLE
volume per orbital 10.0 A^3, cutoff 400.0 eV, c = 8
grid spacing 0.1533 A, grid points per orbital g = 2776
matrix factor M = 160.06 (Cholesky part 0.061)
N=100: grid points 2.776e+05, L = 18.08
N=100 plain: pairwise FFT 5.019e+11, ISDF FFT 4.015e+10, ISDF matrix 4.443e+11 flop
N=100 lean: pairwise FFT 1.267e+11, ISDF FFT 2.008e+10, ISDF matrix 4.443e+11 flop
N=100: neglected pointwise work, plain pairwise: 2.8 %
N=100: one grid-by-points array 1.78 GB
measured here: FFT 2.07, matrix 34.64 Gflop/s, rho = 16.7
break-even c=8 rho=1.0: plain N* = 80.57, lean N* = 6.76e+15
break-even c=8 rho=5.0: plain N* = 10.21, lean N* = 57.81
break-even c=8 rho=10.0: plain N* = 8.985, lean N* = 24.93
break-even c=8 rho=16.7: plain N* = 8.564, lean N* = 19.82
cell volume at lean break-even, rho=10: 249 A^3
lean, rho=10, c=6: M = 96.0, N* = 14.68
lean, rho=10, c=8: M = 160.1, N* = 24.93
lean, rho=10, c=12: M = 336.2, N* = 91.62
lean, rho=10, c=16: M = 576.5, N* = 3617
lean, rho=10, c=8, N=100: solves reduced 6.3x, time reduced 1.96x
lean, rho=10, c=8, N=1000: solves reduced 62.6x, time reduced 3.18x
lean, rho=10, c=8, N=10000: solves reduced 625.1x, time reduced 3.84x
```
